# Radius of a Contact Hole from Its Born X-Ray Form Factor

## The question

An X-ray beam of photon energy 17.0 keV (wavelength \(\lambda=0.07293\) nm, wavenumber \(k=2\pi/\lambda=86.15\) nm⁻¹) passes at normal incidence through an SiO₂ film with contact holes etched through it. Each hole is modelled as a vertical circular cylinder of radius \(R\) and depth \(H=300\) nm. The film density is 2.2 g/cm³. Density and depth are rough typical values.

The momentum transfer has an in-plane part of magnitude \(q\) and a vertical part \(q_z\). The intensity is proportional to \(|F|^2\), with

\[
F(\mathbf q)=\int \Delta\rho(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r ,
\]

where \(\Delta\rho\) is the electron-density contrast. The envelope of the in-plane scattering first vanishes at \(q_0=0.128\pm0.001\) nm⁻¹.

## (a) Derive the form factor of one hole. Is the Born approximation justified?

**Answer.** Let \(\chi(\mathbf r)\) be 1 inside the hole and 0 outside. The electron density is \(n_e(1-\chi)\). The unbroken film, taken as infinitely wide, contributes only at in-plane \(q=0\), because its in-plane integral is a delta function. Elsewhere the hole scatters as a body of density \(\Delta\rho=-n_e\). With 30 electrons per formula unit of molar mass 60.08 g/mol,

\[
n_e=\frac{2.2\times10^{-21}\times6.022\times10^{23}\times30}{60.08}\ \text{nm}^{-3}\approx 662\ \text{nm}^{-3}.
\]

In cylindrical coordinates the integral is a product of a depth part and a disc part. With \(z\) from 0 to \(H\), the depth part is

\[
\int_0^H e^{-iq_zz}dz=\frac{1-e^{-iq_zH}}{iq_z}
=H\,e^{-iq_zH/2}\,\frac{\sin(q_zH/2)}{q_zH/2}.
\]

For the disc, measure the angle \(\varphi\) from the direction of the in-plane momentum and expand the exponential:

\[
\int_0^{2\pi}e^{-ix\cos\varphi}d\varphi=\sum_{m}\frac{(-ix)^m}{m!}\int_0^{2\pi}\cos^m\varphi\,d\varphi,\qquad x=qr .
\]

Odd powers integrate to zero. For \(m=2n\), write \(\cos\varphi=(e^{i\varphi}+e^{-i\varphi})/2\). Only the middle binomial term survives, giving \(2\pi(2n)!/(4^n n!^2)\). Hence the angular integral is

\[
2\pi\sum_n\frac{(-1)^n(x/2)^{2n}}{n!^2}=2\pi J_0(x).
\]

The radial integral uses the series

\[
J_1(x)=\sum_n\frac{(-1)^n(x/2)^{2n+1}}{n!(n+1)!}.
\]

Multiplying by \(x\) and differentiating term by term gives \((xJ_1)'=xJ_0\). Therefore

\[
2\pi\int_0^R rJ_0(qr)\,dr=\frac{2\pi}{q^2}\int_0^{qR}xJ_0(x)\,dx=\frac{2\pi R\,J_1(qR)}{q}.
\]

Define \(S(x)=2J_1(x)/x\), which tends to 1 as \(x\to0\). Then

\[
F=-n_e\,\pi R^2H\;S(qR)\;\frac{\sin(q_zH/2)}{q_zH/2}\;e^{-iq_zH/2}.
\]

At small momentum transfer \(F\) tends to minus the number of electrons missing from the hole.

The Born approximation requires a small phase difference between a ray through the film and one through the hole. Far above the absorption edges the refractive index is \(1-\delta\), with \(\delta=r_e\lambda^2n_e/2\pi=1.58\times10^{-6}\) and \(r_e\) the classical electron radius. The phase is \(\phi=k\delta H=0.041\) rad, so single scattering is a good description.

## (b) Prove that \(S\) has one zero for \(0<x\le3.84\), and locate it. How does the intensity behave nearby?

**Answer.** Put \(t=x^2/4\). The series for \(J_1\) gives

\[
S=\sum_{n\ge0}\frac{(-t)^n}{n!(n+1)!},\qquad
\frac{dS}{dt}=-\frac12\left[1-\frac t3+\frac{t^2}{24}-\frac{t^3}{360}+\dots\right].
\]

Let \(c(t)\) be the four terms shown in the bracket. Its derivative, \(-1/3+t/12-t^2/120\), has discriminant \(1/144-1/90<0\), so it is negative for all real \(t\). Thus \(c\) is smallest at the end of the interval, \(t=3.84^2/4=3.686\), where \(c=0.198>0\). The omitted terms begin with a positive one, alternate, and decrease in size on this interval, so their sum is not negative. The bracket is positive, and \(S\) falls steadily as \(x\) increases to 3.84. It can have at most one zero there.

Eight terms of the series give

\[
S(3.83)\approx3.57\times10^{-4},\qquad S(3.84)\approx-1.740\times10^{-3}.
\]

The first omitted term bounds the error of each alternating sum and is at most about \(2.3\times10^{-6}\), too small to change either sign. There is therefore one zero, and linear interpolation places it at

\[
j=3.83+0.01\times\frac{0.357}{0.357+1.740}=3.8317 .
\]

Direct three-dimensional quadrature of the defining integral also gives a first zero at \(qR=3.8317\).

Expanding \((xJ_1)'=xJ_0\) gives \(J_1'=J_0-J_1/x\), so \(J_1'(j)=J_0(j)=-0.4028\). It follows that

\[
S'(j)=\frac{2J_0(j)}{j}=-0.210,\qquad
S^2\approx0.0442\,(qR-j)^2 .
\]

The amplitude changes sign, while the intensity touches zero quadratically.

## (c) Find the radius and its reading uncertainty. Could light of optical wavelength reach this zero?

**Answer.** If the observed zero is the first radial one, \(q_0R=j\), so

\[
R=\frac{3.8317}{0.128}=29.94\ \text{nm},\qquad
\Delta R=R\,\frac{\Delta q_0}{q_0}=29.94\times\frac{0.001}{0.128}=0.23\ \text{nm}.
\]

The radius is \(29.9\pm0.2\) nm and the diameter \(59.9\pm0.5\) nm. If \(q_0\) were instead the second radial zero, the radius would be 54.8 nm, and another zero would have to appear at smaller \(q\).

A displacement of 0.001 nm⁻¹ from the zero changes \(qR\) by 0.030. By part (b) the intensity then rises to \(0.0442\times0.030^2\approx4\times10^{-5}\) of its extrapolated forward value. A uniform background does not move the minimum, but a sloping one does: a change of about \(8\times10^{-5}\) of the forward value per 0.001 nm⁻¹ shifts it by 0.001 nm⁻¹.

At normal incidence \(q=k\sin\theta\), so the scattering angle at the zero is \(0.128/86.15=1.49\) mrad. More generally, the in-plane component of a wavevector in vacuum lies between \(-k\) and \(k\), so \(q\le2k\). Reaching \(q_0\) requires \(\lambda\le4\pi/q_0=98\) nm, or \(\lambda\le2\pi/q_0=49\) nm at normal incidence. Visible light cannot reach this zero.

## (d) When can the depth factor be ignored, and when can it produce a false reading?

**Answer.** In elastic scattering at normal incidence the outgoing vertical wavevector is \(\sqrt{k^2-q^2}\). Hence

\[
|q_z|=k-\sqrt{k^2-q^2}\approx\frac{q^2}{2k}=9.5\times10^{-5}\ \text{nm}^{-1}
\]

at \(q_0\), and \(|q_z|H=0.0285\). Since \((\sin y/y)^2\approx1-y^2/3\), with \(y=0.0143\), the intensity loss is \(7\times10^{-5}\) relative to unity. The depth factor can be ignored here.

Now tilt the film by \(\omega\), with the momentum transfer in the plane of tilt. Neglecting the small curvature term above, a momentum transfer perpendicular to the beam has film components in the ratio \(q_z=q\tan\omega\). The first depth zero, \(q_zH/2=\pi\), lies at

\[
q_{\rm d}=\frac{2\pi}{H\tan\omega}.
\]

It coincides with \(q_0\) when \(\tan\omega=2\pi/(300\times0.128)=0.164\), or \(\omega=9.3^\circ\). At larger tilt the depth zero comes first. At 15° it lies at 0.0782 nm⁻¹, and treating it as the radial zero would give \(R=49.0\) nm.

At 1° the squared depth factor is 0.963 at \(q_0\), and the radial zero of a straight hole remains in place. Keeping the curvature term splits these values between the two sides of the pattern: 0.960 and 0.966 for this factor, 9.25° and 9.34° for the critical tilt, and 49.1 and 48.9 nm for the misread radius at 15°. Using the full momentum transfer instead of its in-plane component changes the reading by about \(R(\cos\omega-1)\approx-0.005\) nm.

## (e) What radius is read from an elliptical hole?

**Answer.** Let the semi-axes be \(a\) and \(b\), and substitute \(x=au\), \(y=bv\). The ellipse becomes a unit disc, the area element gains a factor \(ab\), and the phase becomes \(q_xau+q_ybv\). The disc result holds with \(qR\) replaced by \(\sqrt{q_x^2a^2+q_y^2b^2}\). For a scan at angle \(\psi\) to the \(a\) axis, the apparent radius is

\[
R_{\rm a}(\psi)=\sqrt{a^2\cos^2\psi+b^2\sin^2\psi}.
\]

Changing the semi-axes by ±1 nm gives \(a=30.94\) nm and \(b=28.94\) nm. Quadrature over the ellipse gives readings of 30.94, 28.94 and 29.95 nm along \(a\), along \(b\) and at 45°, as the formula requires. One scan direction cannot establish that the hole is circular.

## (f) How does a small spread of radii change the reading? Treat an array, a tapered hole and randomly placed holes.

**Answer.** Let the radius be \(R+\varepsilon\), with mean \(R\) and variance \(\sigma^2\). In a large array with independent radii, every hole has the same lattice phase at a Bragg order. The order amplitude is then proportional to the mean form factor. For a tapered hole at \(q_z=0\), the same average runs over depth.

The disc amplitude is proportional to \(h(x)/q^2\), where \(h=xJ_1\) and \(x=q(R+\varepsilon)\). We have \(h'=xJ_0\) and, since \(J_0'=-J_1\), \(h''=J_0-xJ_1\). At \(j\) these equal \(jJ_0(j)\) and \(J_0(j)\). With \(u=x-j\), \(\bar u=qR-j\) and \(s=q\sigma\), the mean vanishes when

\[
J_0(j)\left[j\bar u+\tfrac12(\bar u^2+s^2)\right]=0 .
\]

To leading order \(\bar u=-s^2/(2j)\). The zero moves to smaller \(q\), and because \(s/j\approx\sigma/R\),

\[
R_{\rm a}=\frac jq\approx R\left(1+\frac{s^2}{2j^2}\right)\approx R+\frac{\sigma^2}{2R}.
\]

A spread of \(\sigma=1\) nm between holes shifts the reading by \(1/(2\times29.94)=0.017\) nm.

For straight walls inclined at 89°, the end radii differ by \(D=H/\tan89^\circ=5.24\) nm. A uniform distribution of width \(D\) has variance \(D^2/12\), so the shift is \(D^2/(24R)=0.038\) nm. Numerical averaging over depth also gives 0.038 nm. The mean radius was held fixed, so the zero reports that mean and hardly reveals the 5.2 nm difference. Adding a 1° tilt gives a shift of about 0.04 nm and fills the minimum to between \(5\times10^{-5}\) and \(7\times10^{-5}\) of the forward intensity, depending on the side of the pattern.

For independently and randomly placed holes, interference terms between different holes average out away from \(q=0\). Holes cannot overlap, so this describes a dilute arrangement. The intensities add, giving \(\langle h^2\rangle/q^4\). Near the zero \(h\approx J_0(j)(ju+u^2/2)\), so

\[
\langle h^2\rangle\approx J_0(j)^2\left[j^2\langle u^2\rangle+j\langle u^3\rangle\right].
\]

For a symmetric distribution \(\langle u^2\rangle=\bar u^2+s^2\) and \(\langle u^3\rangle=\bar u^3+3\bar us^2\). Differentiate the intensity with respect to \(q\), using \(d\bar u/dq=R\) and \(s=q\sigma\), and keep terms of order \(\sigma^2\). After multiplication by \(q^4\), the minimum obeys

\[
2j^2\bar uR+3jRs^2-\frac{2j^2s^2}{q}=0 .
\]

Since \(j/q\approx R\), this again gives \(\bar u=-s^2/(2j)\) and the same leading shift. The minimum no longer reaches zero. Its height is \(J_0(j)^2j^2s^2/q^4\), while the forward value is \(R^4/4\), because \(h\to x^2/2\). The ratio is

\[
\frac{I_{\min}}{I(0)}\approx4J_0(j)^2\frac{\sigma^2}{R^2}=7.2\times10^{-4}
\]

for \(\sigma=1\) nm. Numerical averaging over a Gaussian distribution gives \(7.1\times10^{-4}\) and a shift of 0.016 nm. The spread blunts the minimum far more visibly than it moves it.

## (g) The holes form a square array of pitch 120 nm. A wave calculation for the radius in (c) gives fractions \(3.776\times10^{-7}\) and \(5.856\times10^{-7}\) of the incident intensity in orders (2,1) and (2,2). The zero is known to lie between them. Recover the radius.

**Answer.** The orders lie at \(q=(2\pi/120)\sqrt{m^2+n^2}\), giving \(q_1=0.11708\) and \(q_2=0.14810\) nm⁻¹. The square roots of their intensities are \(6.145\times10^{-4}\) and \(7.653\times10^{-4}\). The amplitudes have opposite signs, so a straight line between them crosses zero at

\[
q_{\rm lin}=0.11708+0.03102\times\frac{6.145}{6.145+7.653}=0.1309\ \text{nm}^{-1}.
\]

This gives \(R=29.27\) nm, low by 0.66 nm, or 2.2% of the radius.

The curvature of \(S\) explains the error. Differentiating \(J_1'=J_0-J_1/x\) gives \(J_1''(j)=-J_0(j)/j\), and hence \(S''(j)=-6J_0(j)/j^2\). With \(v=x-j\),

\[
S\approx S'(j)\,(v-cv^2),\qquad c=\frac{3}{2j}=0.391 .
\]

The two orders lie at \(v=-A\) and \(v=B\), with \(A=0.327\) and \(B=0.602\). The chord of \(v^2\) between these points is \((B-A)v+AB\). The interpolated zero is therefore displaced by

\[
v_{\rm lin}=\frac{cAB}{1-c(B-A)}=0.086 .
\]

The radius changes by the fraction \(-0.086/(3.832+0.086)=-2.2\%\), in agreement with the result above.

A better estimate uses the known shape:

\[
\frac{S(q_2R)}{S(q_1R)}=-\sqrt{\frac{5.856}{3.776}}=-1.245 .
\]

The zero lies between the orders when \(j/q_2<R<j/q_1\), that is, between 25.9 and 32.7 nm. The left side decreases throughout a grid of 398 radii spanning this interval, from near zero towards large negative values. The numerical solution is \(R=29.94\) nm.

The wave calculation follows paraxial propagation through the film and includes multiple scattering and diffraction inside it. Its recovered radius differs from the input by 0.006 nm. With the film contrast reduced a hundredfold, the recovered radius was tested to agree with the input within 0.005 nm. The shift is a real correction to the Born result: it grows roughly in proportion to the contrast and changes sign with it. Its size converges slowly with the number of diffraction orders retained (0.002, 0.003 and 0.004 nm for orders up to 8, 14 and 20, still rising), so it should be read as a few thousandths of a nanometre, and the last digits of the two quoted fractions depend on the discretisation.

There is a simple reason for the small effect. If diffraction inside the film is neglected, its transmission is \(e^{-i\phi}+(1-e^{-i\phi})\chi\). For a straight hole the scattered amplitude is a constant times the disc integral, whatever the value of \(\phi\). Multiple scattering in this projection limit changes the strength of every order by the same factor, here \(1-\phi^2/12\), a change of \(1.4\times10^{-4}\), and leaves the zero in place. The residual shift lies outside this limit: the two orders move from their Born values in opposite directions, by a few tenths of a percent, through phase and diffraction acting together.

## (h) Which assumptions matter most for a real contact hole?

**Answer.** Real holes can be elliptical, tapered or bowed, and their sizes vary. For the values considered here, an ellipticity of ±1 nm changes a single-axis reading by 1 nm, more than the 0.23 nm reading uncertainty. Linear interpolation between orders costs 0.66 nm but can be avoided. An 89° wall or a 1 nm size spread shifts the reading by less than 0.05 nm from the mean radius, but with such a wall the radii at the two ends differ from that mean by 2.6 nm. Bowing was not calculated separately. Absorption, anomalous dispersion, detector background and instrumental smearing are also left out, so the quoted uncertainty is not a full error budget.

The 300 nm depth is far below that of memory channel holes, which can be several micrometres deep. For the same film and radius at \(H=3\) µm, the phase \(\phi\) would rise to 0.41 rad, and the depth zero would reach \(q_0\) at a tilt of only about 0.9° on one side of the pattern and 1.0° on the other. The two differ because the curvature term neglected in part (d) matters at this depth. Alignment and multiple scattering would then need closer treatment: at this depth the ratio method of part (g) reads the radius about 0.17 nm too large, comparable with the reading uncertainty. The numerical output below gives the values for the 300 nm case.

## Computed results

```
photon energy 17.0 keV, wavelength 0.07293 nm
wavenumber k 86.151 1/nm
film density 2.2 g/cm3, depth 300 nm
electron density 661.5 1/nm3
refractive decrement delta 1.578e-06
film phase k*delta*H 0.0408 rad
first zero qR: quadrature 3.831706, Bessel 3.831706
8-term series of 2J1/x at 3.83: 3.567e-04
8-term series of 2J1/x at 3.84: -1.740e-03
first omitted term at 3.84: 2.3e-06
cubic bound for J2 at x=3.84: 0.1983
J0 at the zero -0.40276, slope of 2J1/x -0.21022
given zero q0 0.128 +- 0.001 1/nm
radius 29.935 +- 0.234 nm
diameter 59.87 +- 0.47 nm
radius if q0 were the second zero 54.81 nm
electrons missing from hole 5.587e+08
scattering angle at q0 1.4858 mrad
longest wavelength, normal incidence 49.1 nm
longest wavelength, any incidence 98.2 nm
Ewald qz at q0 9.509e-05 1/nm, qz*H 0.0285
intensity loss by Ewald curvature 6.78e-05
depth factor squared at 1 deg tilt 0.9631
radius error, 1 deg tilt projection -0.0046 nm
tilt where depth zero meets q0 9.29 deg
false depth zero at 15 deg tilt 0.0782 1/nm
  radius misread from it 49.02 nm
89 deg wall: top-bottom radius change 5.237 nm
  shift of read radius 0.0384 nm
  shift by rule sigma^2/(2R) 0.0382 nm
  relative minimum intensity 1.09e-07
  with 1 deg tilt: shift 0.0410 nm
  with 1 deg tilt: relative minimum 6.38e-05
ellipse 30.935 x 28.935 nm (semi-axes)
  read along x, y, 45 deg: 30.935, 28.935, 29.952 nm
radius spread sigma 1.0 nm
  shift, array orders 0.0167 nm
  shift, random holes 0.0159 nm
  shift by rule 0.0167 nm
  relative minimum, random holes 7.08e-04
square pitch 120 nm, hole area fraction 0.1955
order (1, 0): q 0.05236 1/nm, propagated 3.3227e-05, Born 3.3216e-05
order (1, 1): q 0.07405 1/nm, propagated 1.5858e-05, Born 1.5860e-05
order (2, 0): q 0.10472 1/nm, propagated 2.1324e-06, Born 2.1361e-06
order (2, 1): q 0.11708 1/nm, propagated 3.7759e-07, Born 3.7933e-07
order (2, 2): q 0.14810 1/nm, propagated 5.8563e-07, Born 5.8427e-07
zero by linear interpolation 0.13089 1/nm
  radius 29.273 nm, error -0.662 nm
radius from signed ratio 29.9413 nm
  error left by Born approximation 0.0061 nm
```
